Empty dimers on half-hydrogenated Si(001): where the pairing energy enters

**Problem**

The Si(001) surface is covered with rows of silicon dimers. Each of the two atoms of a dimer has one dangling bond, which can hold one hydrogen atom. A dimer is therefore empty, singly occupied or doubly occupied. When two singly occupied dimers turn into one empty and one doubly occupied dimer, the energy E = 0.25 eV is released; this is the pairing energy. The surface is at T = 700 K, and half of all sites carry hydrogen. The dimers do not interact with one another, and the hydrogen has reached equilibrium among them.

What fraction of the dimers is empty, and how does it compare with the fraction for hydrogen placed at random on the sites? The question matters for deposition, because a gas molecule that needs both dangling bonds of one dimer can adsorb only where a dimer is empty.

**A tempting solution**

Let p0, p1 and p2 be the fractions of dimers with 0, 1 and 2 hydrogen atoms. At half coverage there is on average one atom per dimer, so

p1 + 2p2 = 1.

Subtracting this from p0 + p1 + p2 = 1 gives p0 = p2. Now, the argument goes, a singly occupied dimer is one in which hydrogen is unpaired. Lack of pairing costs E, and the single atom can sit on either side of the dimer, so

p1/p0 = 2 exp(−E/kT).

With kT = 0.06032 eV, E/kT = 4.144 and exp(−E/kT) = 1/63.08 = 0.0159. Since 2p0 + p1 = 1,

p0 = 1 / [2(1 + exp(−E/kT))] = 1 / (2 × 1.0159) = 0.492.

About 49 per cent of the dimers would be empty, and fewer than 2 per cent singly occupied.

**Where it fails**

The conservation laws and the factor 2 are right. The fault is in the energy of a singly occupied dimer. The pairing energy belongs to a reaction that consumes two such dimers:

single + single → empty + double, energy released E.

At half coverage, where empty and doubly occupied dimers are equally frequent, the cost E of undoing the reaction is shared by the two singly occupied dimers it creates. Each carries E/2.

The law of mass action exposes the error. With p2 = p0, the tempting solution implies

p0 p2/p1² = (p0/p1)² = (1/4) exp(2E/kT).

The exponent of such a ratio must contain the energy released in the reaction as written. Here it contains 2E, so the tempting solution answers the question for a pairing energy of 0.50 eV.

**The right solution: weights of one dimer**

Let the energies of a dimer with 0, 1 and 2 hydrogen atoms be 0, e1 and e2. The definition of E reads

2e1 − (0 + e2) = E, so e2 = 2e1 − E.

The rest of the surface acts as a reservoir of hydrogen with chemical potential μ. The weight of a state with n atoms is its number of arrangements times exp[(nμ − energy)/kT]. Define

z = exp[(μ − e1)/kT], K = exp(E/kT).

The three weights are then

empty: 1
single: 2z
double: exp[(2μ − 2e1 + E)/kT] = z²K.

The binding energy e1 has disappeared into z. Any energy proportional to the number of atoms does so, since the coverage is prescribed and fixes z. Dividing the weights by their sum gives p0, p1 and p2, and the sum cancels in the ratio

p0 p2/p1² = z²K/(2z)² = K/4.

The 4 comes from the two positions of the single atom on each of two dimers.

The same law follows without a reservoir. Put N atoms on N dimers, and let d dimers be doubly occupied. Then d dimers are empty and N − 2d are singly occupied. The total weight of these arrangements is

W(d) = [N!/(d! d! (N − 2d)!)] 2^(N − 2d) K^d.

Raising d by one multiplies the weight by

W(d + 1)/W(d) = (N − 2d)(N − 2d − 1) K / [4(d + 1)²].

For large N this becomes p1² K/(4 p0 p2). It equals 1 at the most probable d, which gives p0 p2/p1² = K/4 again. A direct sum over all d for N = 4000 gives 15.77 for the ratio, and K/4 = 63.08/4 = 15.77.

**Half coverage**

At half coverage p0 = p2, so the first and third weights are equal:

1 = z²K, hence z = K^(−1/2) = exp(−E/(2kT)).

Call this number x. The weights are 1, 2x and 1, and

p0 = 1/(2 + 2x) = 1 / [2(1 + exp(−E/(2kT)))].

Half the pairing energy now stands in the exponent because z, the weight of one atom, appears squared in the condition that fixes it. For the given values,

E/(2kT) = 0.25/(2 × 0.06032) = 2.072,
x = exp(−2.072) = 0.1259,
p0 = 1/(2 × 1.1259) = 0.444.

About 44 per cent of the dimers are empty, 44 per cent are doubly occupied and 11 per cent are singly occupied. The sum over 4000 dimers also gives 44.41 per cent empty dimers.

For random occupation each site is empty with probability 1/2, independently of its partner, so a dimer is empty with probability 1/4. The formula agrees: E = 0 gives x = 1 and p0 = 1/4. "Independent dimers" is thus a weaker statement than "independent sites". In the present model the two sites of one dimer are strongly correlated, while different dimers are not.

**Limits in temperature**

If E is much smaller than 2kT, then x ≈ 1 − E/(2kT), and to first order

p0 ≈ 1 / [4(1 − E/(4kT))] ≈ 1/4 + E/(16kT).

If E is much larger than 2kT, x is small and

p0 ≈ 1/2 − x/2.

The limit 1/2 is the most that half coverage allows, because N atoms need at least N/2 dimers. The example is near this second limit: the approximation gives 0.437 instead of 0.444.

With E and the coverage held fixed, p0 falls from 47.4 per cent at 500 K to 41.7 per cent at 900 K. In equilibrium at half coverage, random occupation is thus a poor approximation throughout this range. At the low end equilibrium may not be reached: with the rough barriers given below, at 500 K a single atom hops only after about four hours and an atom leaves a full dimer after about fifty days, so a surface dosed at random still has fewer than 30 per cent empty dimers after an hour.

**Any coverage**

Let θ be the fraction of occupied sites. The conservation laws are p0 + p1 + p2 = 1 and p1 + 2p2 = 2θ. The second gives p2, and the first then gives p0:

p2 = θ − p1/2, p0 = 1 − θ − p1/2.

Insert both into p0 p2 = K p1²/4:

(1 − θ − p1/2)(θ − p1/2) = K p1²/4.

On the left the terms linear in p1 are −(p1/2)(1 − θ + θ) = −p1/2. With q = θ(1 − θ),

q − p1/2 + p1²/4 = K p1²/4,
(K − 1)p1²/4 + p1/2 − q = 0.

For K > 1 the product of the two roots is negative, so one root is positive and is the physical one:

p1 = [−1 + √(1 + 4(K − 1)q)]/(K − 1).

Multiplying numerator and denominator by 1 + √(1 + 4(K − 1)q) turns the numerator into 4(K − 1)q, and K − 1 cancels:

p1 = 4q / [1 + √(1 + 4(K − 1)q)].

This form also holds at K = 1, where p1 = 2q and p0 = 1 − θ − θ(1 − θ) = (1 − θ)², the random result. At θ = 1/2, q = 1/4, the root is √K and p1 = 1/(1 + √K). Then p0 = (1 − p1)/2 = √K/[2(1 + √K)], which is the earlier formula after division by √K.

At very low coverage, 4(K − 1)q ≪ 1, the root is close to 1. Then p1 ≈ 2θ and p0 ≈ 1 − 2θ, to first order in θ the same as for random occupation: the atoms are too dilute to find partners. For K = 63.08 this needs θ well below 1/(4 × 62.08) ≈ 0.004. In the opposite case, 4(K − 1)q ≫ 1 with K ≫ 1, p1 ≈ 2√(q/K) is small and p0 is close to 1 − θ. The gain over the random value (1 − θ)² is then a factor of about 1/(1 − θ), which is small at low coverage, where most dimers are empty anyway. At nearly full coverage q is small again, and 4(K − 1)q ≪ 1 gives p1 ≈ 2(1 − θ) and p2 ≈ 1. The law p0 p2/p1² = K/4 then yields p0 ≈ K(1 − θ)²: empty dimers are rare, but K times as frequent as for random occupation.

The coverage must be known well if p0 is to be predicted. Differentiation gives

dp0/dθ = −1 − (1/2) dp1/dθ.

Since p1 depends on θ through q, and dq/dθ = 1 − 2θ vanishes at θ = 1/2, the slope there is −1. At θ = 0.45 and 0.55 the formula gives 49.4 and 39.4 per cent, a shift of 5 percentage points each way.

**What it means for sticking**

Consider a molecule that needs two dangling bonds on the same dimer. At equal coverage and temperature, pairing multiplies the number of its sites by

0.4441/0.25 = 1.78.

A species that needs one dangling bond sees no change. The number of free sites per dimer is 2p0 + p1 = 2(1 − θ), whatever the value of E. Pairing gathers the same free sites into complete dimers.

The factor 1.78 is a ratio of site numbers. It equals the ratio of sticking coefficients if the sticking probability on an empty dimer does not depend on the neighbours and no other site contributes. The absolute coefficient also needs that probability, which equilibrium counting does not supply.

**Entropy of the bare dimers**

The weights so far contain no entropy apart from the position of the single atom. A bare dimer on Si(001) is buckled and can tilt either way. Suppose that an empty dimer has g equivalent tilts and that the other states have one form per arrangement of hydrogen. The weights become g, 2z and z²K. Half coverage requires z²K = g, so z = √(g/K) and

p0 = g/(2g + 2√(g/K)) = 1/[2(1 + 1/√(gK))].

This is the old formula with K replaced by gK, or E by E + kT ln g. For g = 2 the addition is 0.042 eV, and p0 rises from 44.4 to 45.9 per cent. Correlation between the tilts of neighbouring dimers would reduce their entropy, so ln 2 per empty dimer is an upper limit for the tilt entropy. The coupling energy that causes such correlation would also change p0 and is left out here. If E has been obtained by fitting measured populations with the simple formula, it is an effective free energy at the temperature of the fit, and the tilt factor must not be added again.

The value 45.9 per cent is also found at 600 K without tilts. This is a numerical coincidence: cooling from 700 to 600 K raises E/(2kT) by 0.345, while two tilts add (ln 2)/2 = 0.347 to the same exponent.

**Attraction between neighbouring dimers**

Let neighbouring dimers of a row, with n and n′ hydrogen atoms, have the extra energy −J n n′. Take J = 0.010 eV, a rough size, so that two full neighbours attract by 4J = 0.040 eV. Write n = 1 + s, with s = −1, 0 or 1. Then

−J n n′ = −J(s s′ + s + s′ + 1).

Each dimer has two neighbours in its row, so the linear terms add −2Js per dimer. Measure μ from e1. Apart from the s s′ terms, empty and full dimers have equal weight if

2J = −E − 2μ − 2J, hence μ = −E/2 − 2J = −0.145 eV.

The model is then unchanged when all s change sign, so the mean of s is zero and the coverage is 1/2. The on-site weights are again 1, 2x and 1, and the coupling left is −J s s′.

For a long row, use the transfer matrix with elements √(w w′) exp(J s s′/kT), where w and w′ are the on-site weights. Its largest eigenvalue belongs to a vector with equal components for s = 1 and s = −1, since all elements are positive. In the basis of this even combination and s = 0 the matrix has the diagonal elements a = 2 cosh(J/kT) and b = 2x, and the off-diagonal element c = √2 × √(2x) = 2√x. Its largest eigenvalue is

Λ = [a + b + √((a − b)² + 4c²)]/2 = 2.276.

If the normalized eigenvector has components u and v, its first row gives cv = (Λ − a)u. The probability of a single atom on a dimer is v², so

p1 = (Λ − a)²/[(Λ − a)² + c²], p0 = (1 − p1)/2 = 0.445.

The change from 44.41 to 44.53 per cent is small for a definite reason: J enters a, and hence p0, through cosh(J/kT), which has no term linear in J. This is a property of the form −J n n′ assumed here. If the same 0.040 eV acted only between two full dimers, the shift would be linear in the attraction: p0 would rise to about 45.8 per cent, and the probability of two adjacent empty dimers would be 23.8 per cent.

Two adjacent empty dimers are affected more. Their probability is the product of the two eigenvector components and the matrix element between them, divided by Λ:

p00 = p0 exp(J/kT)/Λ = 0.231.

For independent dimers it is p0² = 0.197. The attraction thus raises the number of adjacent empty pairs by 17 per cent, relative to independent dimers at the same coverage. A complete enumeration of a closed ring of six interacting dimers gives the same 44.53 and 23.09 per cent. For this J and at half coverage, the assumption of independence is therefore good for a molecule that needs one dimer, and noticeably worse for one that needs two.

**The real surface**

Partial hydrogen coverage near 700 K is a relevant regime for silicon deposition from hydride gases, and a pairing energy of about 0.25 eV is a rough typical value. Changing it to 0.20 or 0.30 eV moves p0 to 42.0 or 46.2 per cent. Of the corrections evaluated here, a coverage error of 0.05 has the largest effect on p0. Steps, defects and silicon atoms that hold two hydrogen atoms are left out, and their effect has not been sized.

Equilibrium also needs time. Take a rough barrier of 1.7 eV for a single atom to hop to another dimer, with a prefactor of 10¹³ per second. If pairing lowers the initial state by E but leaves the top of the barrier in place, an atom leaving a full dimer faces 1.95 eV. The mean time is

exp(1.95/0.06032)/10¹³ s⁻¹ ≈ 11 s.

For desorption, a rough barrier of 2.5 eV and a prefactor of 10¹⁵ per second give about 1000 s. With these values an atom leaves a full dimer about 90 times sooner than it desorbs, so desorption disturbs the equilibrium only slightly. Rapid dosing can disturb it more. The 11 s is the time for one atom to leave a full dimer, not the relaxation time of the populations. A single atom faces only 1.7 eV and hops after about 0.2 s, so much of the pairing can take place sooner. If the gas brings in the hydrogen within a time comparable with 11 s or shorter, the pattern left by the adsorption reactions may still be only partly relaxed when the dose ends, and p0 can then differ from 44 per cent. In steady growth at constant coverage, with desorption as the only loss, hydrogen arrives just as fast as it desorbs, so with these values there is time to relax. The times are sensitive to the barriers: an error of 0.1 eV in a barrier changes the corresponding time by a factor of about five.

The numerical output below lists the main values used here.

Values computed for the example and the checks

```
pairing energy E = 0.25 eV
temperature T = 700 K
coverage theta = 0.50 H per Si site
thermal energy kT = 0.06032 eV
E/kT = 4.144 (no unit)
E/(2kT) = 2.072 (no unit)
K = exp(E/kT) = 63.08 (no unit)
x = exp(-E/(2kT)) = 0.1259 (no unit)
equilibrium ratio K/4 = 15.77 (no unit)
same ratio from sum over 4000 dimers = 15.77 (no unit)
empty dimers p0 = 44.41 per cent
singly occupied p1 = 11.18 per cent
doubly occupied p2 = 44.41 per cent
p0 from sum over 4000 dimers = 44.41 per cent
random p0, formula = 25.00 per cent
random p0, sum = 25.00 per cent
gain over random p0/p0(random) = 1.776
p0 with mistaken exponent E/kT = 49.22 per cent
p0 at 500 K = 47.40 per cent
p0 at 600 K = 45.91 per cent
p0 at 800 K = 42.99 per cent
p0 at 900 K = 41.68 per cent
p0 at theta 0.45 = 49.44 per cent
p0 at theta 0.55 = 39.44 per cent
slope dp0/dtheta from sums = -1.000 (no unit)
p0 for E = 0.20 eV: 42.00 per cent
p0 for E = 0.30 eV: 46.16 per cent
tilt entropy as energy, kT ln 2 = 0.0418 eV
p0 with two tilts of empty dimer = 45.91 per cent
row attraction J = 0.010 eV per H-H pair (rough)
attraction of two full dimers 4J = 0.040 eV
J/kT = 0.1658 (no unit)
largest transfer eigenvalue = 2.2763 (no unit)
chemical potential at half coverage = -0.1450 eV
p0 with row attraction = 44.53 per cent
p0 from ring of 6 dimers = 44.53 per cent
adjacent empty pair, independent = 19.72 per cent
adjacent empty pair, attraction = 23.09 per cent
adjacent empty pair, ring = 23.09 per cent
hop prefactor = 1e+13 1/s (rough)
hop barrier = 1.7 eV (rough)
barrier to leave a pair = 1.95 eV (rough)
desorption prefactor = 1e+15 1/s (rough)
desorption barrier = 2.5 eV (rough)
time to leave a pair = 1.1e+01 s (rough)
desorption time = 1.0e+03 s (rough)
desorption time / leaving time = 91 (rough)
```
